# Second-order conductances, characteristic potentials and gauge invariance in multiterminal conductors, part 1

(Sections cited here and not found follow in the second part.)

**Q.** The Landauer-Büttiker formula gives the currents as integrals of transmissions times Fermi functions. To get terms quadratic in the voltages I would expand the Fermi functions. Why should I need more?

**A.** We have to see what the transmissions depend on, so let us fix a model. The algebra is in atomic units, with electron charge \(-1\). A phase-coherent, spin-degenerate conductor has sites \(i\), Hamiltonian \(H\), and extra electron potential energies \(U_i\) that vanish in equilibrium. Lead \(\alpha\) is a semi-infinite chain with hopping \(-t\), joined by \(-t_\alpha\) to site \(\alpha\). Gates carry no current. A voltage \(V_\gamma\) on lead or gate \(\gamma\) shifts electron energies by \(v_\gamma=-V_\gamma\), so lead \(\alpha\) has electrochemical potential \(E_F+v_\alpha\). Its band is shifted by \(W_\alpha\), left free for now. Interactions enter at the Hartree level, through the static \(U\) and \(W\); exchange, correlation and inelastic scattering are left out.

In lead \(\alpha\), \(E-W_\alpha=-2t\cos k_\alpha\), with velocity \(w_\alpha=2t\sin k_\alpha\). A state injected from lead \(\beta\) has amplitude \(\phi_i\) on the sites and \(\psi_n=\delta_{\alpha\beta}e^{-ik_\alpha n}+r_{\alpha\beta}e^{ik_\alpha n}\) on chain site \(n\ge1\). The equation at \(n=1\) has the bulk form if \(t\psi_0=t_\alpha\phi_\alpha\), which gives \(r_{\alpha\beta}=-\delta_{\alpha\beta}+(t_\alpha/t)\phi_\alpha\). Then \(\psi_1=e^{ik_\alpha}(t_\alpha/t)\phi_\alpha-2i\delta_{\alpha\beta}\sin k_\alpha\), and the site equation \([(E-H-U)\phi]_\alpha=-t_\alpha\psi_1\) becomes
\[
[(E-H-U-\Sigma)\phi]_\alpha=2it_\beta\sin k_\beta\,\delta_{\alpha\beta},\quad \Sigma_\alpha=-\frac{t_\alpha^2}{t}e^{ik_\alpha}.
\]
With \(G=(E-H-U-\Sigma)^{-1}\) and \(\Gamma_\alpha=-2\,\mathrm{Im}\Sigma_\alpha=2t_\alpha^2\sin k_\alpha/t\), this gives \(\phi_i=2it_\beta\sin k_\beta\,G_{i\beta}\). Multiplying \(r_{\alpha\beta}\) by \((w_\alpha/w_\beta)^{1/2}\) normalizes to flux, and, up to an overall sign that drops out of \(|s|^2\),
\[
s_{\alpha\beta}=\delta_{\alpha\beta}-i\,\Gamma_\alpha^{1/2}G_{\alpha\beta}\Gamma_\beta^{1/2}.\tag{1}
\]
Incoming states have density \(dk/2\pi=dE/2\pi w\) per spin and carry flux \(w\). With two spins, the particle current into the conductor is \(J_\alpha=j_\alpha/\pi\),
\[
j_\alpha=\int dE\sum_\beta A_{\alpha\beta}(E;U,W)\,f(E-E_F-v_\beta),\quad A_{\alpha\beta}=\delta_{\alpha\beta}-|s_{\alpha\beta}|^2.\tag{2}
\]
The band edges are taken far from \(E_F\) compared with \(kT\) and the voltages, so every lead is open where the integrand matters. Since \(A\) depends on \(U\) and \(W\), a bias that moves them at first order changes \(j\) at second order.

**Q.** Show me that. And why would the second-order change of \(U\) not enter as well?

**A.** Unitarity removes it. Subtracting \(G^{-1}\) and \((G^\dagger)^{-1}\) gives \(G^{-1}-(G^\dagger)^{-1}=i\Gamma\) for Hermitian \(H\) and real \(U\); multiplying by \(G\) on the left and \(G^\dagger\) on the right gives \(G-G^\dagger=-iG\Gamma G^\dagger\). For \(X=\Gamma^{1/2}G\Gamma^{1/2}\) this reads \(X-X^\dagger=-iXX^\dagger\), so
\[
ss^\dagger=1-i(X-X^\dagger)+XX^\dagger=1-XX^\dagger+XX^\dagger=1 .
\]
A finite matrix with \(ss^\dagger=1\) also has \(s^\dagger s=1\). Hence, for any \(E,U,W\),
\[
\sum_\beta A_{\alpha\beta}=0,\qquad \sum_\alpha A_{\alpha\beta}=0,\tag{3}
\]
and the same holds for every derivative of \(A\). The first sum rule lets us replace \(f(E-E_F-v_\beta)\) in (2) by its difference from \(f_0=f(E-E_F)\):
\[
f(E-E_F-v_\beta)-f_0=-f_0'\,v_\beta+\tfrac12 f_0''\,v_\beta^2+O(v^3).
\]
This factor starts at first order, so \(A\) is needed to first order in \(v\), and the quadratic part of \(U\) first enters \(j\) at third order. Define the characteristic potentials \(u_{j\gamma}=\partial U_j/\partial v_\gamma\) at \(v=0\), and \(\langle X\rangle=\int dE\,(-f_0')X\).

The leads need a decision. Far from the conductor, a real lead widens into a metallic reservoir. Electrons arriving from the other leads are a negligible part of the density there, so the density depends on \(E_F+v_\alpha-W_\alpha\) and neutrality gives \(W_\alpha=v_\alpha\). We assume that the same shift holds up to the first chain site. This is a model choice: in the single-channel chain itself the outgoing states are filled partly from the other leads, so a chain that carries current is not neutral with \(W_\alpha=v_\alpha\). Averaging the incoming and outgoing halves, local neutrality would need \(W_\alpha\approx v_\alpha-\tfrac12\sum_\beta\langle A_{\alpha\beta}\rangle v_\beta\), a first-order difference; in the example below it is \(W_1\approx0.61\,v_1\), and it moves \(g_{111}\) by 7 to 8%. Then
\[
A=A^{0}+\sum_{\gamma}\Big[\sum_j\partial_{U_j}A\,u_{j\gamma}+\partial_{W_\gamma}A\Big]v_\gamma+O(v^2),
\]
with \(\partial_{W_\gamma}A=0\) for a gate. The \(f_0''\) term is integrated by parts, \(\tfrac12\int A f_0''\,dE=-\tfrac12\int\partial_EA\,f_0'\,dE=\tfrac12\langle\partial_EA\rangle\), the boundary terms vanishing with \(f_0'\). Collecting orders, \(j_\alpha=\sum g_{\alpha\beta}v_\beta+\sum g_{\alpha\beta\gamma}v_\beta v_\gamma+O(v^3)\) with \(g_{\alpha\beta}=\langle A_{\alpha\beta}\rangle\) and
\[
g_{\alpha\beta\gamma}=\tfrac12\langle\partial_EA_{\alpha\beta}\rangle\delta_{\beta\gamma}+\sum_j\langle\partial_{U_j}A_{\alpha\beta}\rangle u_{j\gamma}+\langle\partial_{W_\gamma}A_{\alpha\beta}\rangle.\tag{4}
\]
This is the Christen-Büttiker expansion on a lattice; the last term is the part of \(\int(\delta A/\delta U)\,u_\gamma\) that lies in lead \(\gamma\), where \(u_\gamma=1\), the integral being taken with a smooth cutoff far from the conductor. Here \(\beta\) runs over leads and \(\gamma\) over leads and gates; we set \(A_{\alpha\beta}=0\) when \(\beta\) is a gate. The current depends on the part of \(g_{\alpha\beta\gamma}\) symmetric in \(\beta\gamma\). For electric quantities \(I=-J\) and \(V=-v\), so \(I_\alpha=\frac1\pi[\sum gV-\sum gVV]\): the linear coefficient keeps its sign, the quadratic one changes it, and \(1/\pi\) is \(2e^2/h\).

**Q.** Suppose I set \(u=0\) anyway. The scattering matrix is still unitary, so what goes wrong?

**A.** Current conservation survives: by the second rule in (3), \(\sum_\alpha g_{\alpha\beta\gamma}=0\) whatever \(u\) is. The condition at risk is that adding the same \(v_0\) to all terminals and gates must leave the currents alone. The linear term obeys it by the first rule in (3). The quadratic term changes by
\[
v_0\sum_\beta v_\beta\sum_\gamma\big(g_{\alpha\beta\gamma}+g_{\alpha\gamma\beta}\big)+v_0^2\sum_{\beta\gamma}g_{\alpha\beta\gamma}.
\]
The \(v_0^2\) term vanishes, because each term of (4) summed over \(\beta\) and \(\gamma\) contains a row sum of a derivative of \(A\). So
\[
j_\alpha(v+v_0)-j_\alpha(v)=v_0\sum_\beta D_{\alpha\beta}v_\beta+O(v^3),\quad D_{\alpha\beta}=\sum_\gamma(g_{\alpha\beta\gamma}+g_{\alpha\gamma\beta}),\tag{5}
\]
and invariance at second order holds if and only if \(D=0\), since the \(v_\beta\) are arbitrary. In \(\sum_\gamma g_{\alpha\gamma\beta}\) the sum runs over the column index of \(A\); the two potential terms vanish by (3), and \(\tfrac12\langle\partial_EA_{\alpha\beta}\rangle\) remains. In \(\sum_\gamma g_{\alpha\beta\gamma}\) the sum acts on the potentials. With \(\sigma_j=\sum_\gamma u_{j\gamma}\),
\[
D_{\alpha\beta}=\langle\partial_EA_{\alpha\beta}\rangle+\sum_j\langle\partial_{U_j}A_{\alpha\beta}\rangle\sigma_j+\sum_\gamma\langle\partial_{W_\gamma}A_{\alpha\beta}\rangle .
\]
Now \(G\) contains \(E-U_j\), and \(\Sigma_\alpha\) depends on \(E-W_\alpha\), so \(A(E+c;U+c,W+c)=A(E;U,W)\). Differentiating at \(c=0\),
\[
\partial_EA+\sum_j\partial_{U_j}A+\sum_\gamma\partial_{W_\gamma}A=0.\tag{6}
\]
Using (6) to eliminate the first and third terms,
\[
D_{\alpha\beta}=-\sum_j\langle\partial_{U_j}A_{\alpha\beta}\rangle(1-\sigma_j).\tag{7}
\]
There are two ways to freeze. With the interior frozen and the lead bands moving, \(\sigma=0\) and \(D=-\sum_j\langle\partial_{U_j}A\rangle\). With everything frozen, \(U=W=0\), the last two terms of (4) are absent and \(D=\langle\partial_EA\rangle=dg/dE_F\): a common shift then acts as a change of Fermi energy in a fixed scatterer, and \(D\) vanishes where all the conductances are stationary in \(E_F\) and nowhere else.

**Q.** Equation (7) asks for \(\sigma_j=1\). It says nothing about self-consistency. Is the claim that invariance needs a self-consistent potential not too strong?

**A.** It is, and the correct statement has three parts. First, \(\sigma_j=1\) on all sites is sufficient. Second, it is necessary when the matrices \(\langle\partial_{U_j}A\rangle\), one for each site, are linearly independent. By (3), a matrix on \(N\) leads has \((N-1)^2\) free entries, so independence is impossible with more sites than that; (7) then fixes weighted averages of \(1-\sigma_j\) and leaves the rest free. Third, \(\sigma=1\) constrains the sum over \(\gamma\) and leaves each \(u_{j\gamma}\) open. The rule that each site follows its own lead, \(u_{j\gamma}=\delta_{j\gamma}\), is invariant and has no electrostatics in it. What self-consistency does is guarantee \(\sigma=1\) and determine the separate \(u_{j\gamma}\) on which (4) depends.

**Q.** Then derive the guarantee.

**A.** We need the density and the Poisson equation. A state from lead \(\alpha\) adds \(|\phi_i|^2/2\pi w_\alpha=\Gamma_\alpha|G_{i\alpha}|^2/2\pi\) per spin and unit energy. Write the occupation of lead \(\alpha\) as \(f_0+(f_\alpha-f_0)\). The \(f_0\) part fills all states as in equilibrium, bound states included, which we assume stay completely full or empty:
\[
n_i=-\frac2\pi\int dE\,f_0\,\mathrm{Im}\,G_{ii}+\frac1\pi\int dE\sum_\alpha|G_{i\alpha}|^2\Gamma_\alpha(f_\alpha-f_0).\tag{8}
\]
Vary to first order. The second term gives \(\sum_\alpha\nu_{i\alpha}v_\alpha\). In the first, \(\partial_{U_j}G_{ii}=G_{ij}G_{ji}\) and \(\partial_{W_\alpha}G_{ii}=-G_{i\alpha}\Sigma'_\alpha G_{\alpha i}\), from \(dG=-G\,d(G^{-1})\,G\) and \(\partial_W\Sigma(E-W)=-\Sigma'\). So \(\delta n_i=\sum_\alpha(\nu_{i\alpha}-\Lambda_{i\alpha})v_\alpha-\sum_j\Pi_{ij}U_j\), with
\[
\nu_{i\alpha}=\frac1\pi\langle|G_{i\alpha}|^2\Gamma_\alpha\rangle,\quad
\Pi_{ij}=\frac2\pi\int dE f_0\,\mathrm{Im}\,(G_{ij}G_{ji}),
\]
\[
\Lambda_{i\alpha}=-\frac2\pi\int dE f_0\,\mathrm{Im}\,(G_{i\alpha}\Sigma'_\alpha G_{\alpha i}).
\]
Here \(\nu\) is the injectivity, \(\Pi\) the Lindhard matrix of the sites, and \(\Lambda\) the Lindhard response of a site to the shift of a lead band; \(\nu\) and \(\Lambda\) vanish for a gate. Since \(\partial_EG=-G(1-\Sigma')G\),
\[
\sum_j\Pi_{ij}+\sum_\alpha\Lambda_{i\alpha}=-\frac2\pi\int dE f_0\,\partial_E\,\mathrm{Im}\,G_{ii}=-\frac2\pi\langle\mathrm{Im}\,G_{ii}\rangle=\sum_\alpha\nu_{i\alpha}.\tag{9}
\]
The second step integrates by parts (\(G\to0\) far below the spectrum), and the third uses \(\mathrm{Im}\,G_{ii}=-\tfrac12\sum_\alpha|G_{i\alpha}|^2\Gamma_\alpha\). Equation (9) says that shifting all potentials and all chemical potentials together induces no charge.

For the electrostatics, let \(C_{ij}\) be capacitances between sites and \(c_{i\gamma}\) those to leads and gates. The charge \(-(n_i-n_i^0)\) equals \(\sum_jC_{ij}(\varphi_i-\varphi_j)+\sum_\gamma c_{i\gamma}(\varphi_i-V_\gamma)\). With \(U=-\varphi\) and \(v=-V\),
\[
LU-cv=n-n^0,\qquad L_{ij}=\delta_{ij}\Big(\sum_kC_{ik}+\sum_\gamma c_{i\gamma}\Big)-C_{ij}.\tag{10}
\]
The row sums obey \(\sum_jL_{ij}=\sum_\gamma c_{i\gamma}\). This assumes that every field line leaving the sites ends on a conductor counted among the \(\gamma\); a capacitance to a distant ground must be listed as a gate. Inserting \(\delta n\) and reading off the coefficient of \(v_\gamma\),
\[
(L+\Pi)\,u_\gamma=c_\gamma+\nu_\gamma-\Lambda_\gamma.\tag{11}
\]
Sum over \(\gamma\). By the row sums and (9), the right side is \(L\mathbf 1+\Pi\mathbf 1\), with \(\mathbf 1\) the vector of ones, so \((L+\Pi)(\sigma-\mathbf 1)=0\). It remains to show the matrix is invertible. First, \(U^TLU=\tfrac12\sum C_{ij}(U_i-U_j)^2+\sum c_{i\gamma}U_i^2>0\) for \(U\neq0\) if each site has some capacitance to a lead or gate. Second, in eigenstates \(m,n\) of the whole equilibrium system, first-order perturbation theory gives \(\delta\rho_{mn}=U_{mn}(f_m-f_n)/(E_m-E_n)\), so \(U^T\Pi U=-2\sum_{mn}|U_{mn}|^2(f_m-f_n)/(E_m-E_n)\ge0\) because \(f\) decreases. Hence \(L+\Pi\) is positive definite and \(\sigma=\mathbf 1\).

The argument extends beyond second order within this Hartree model. If \(U\) solves (10) for \(v\), then \(U+v_0\) solves it for \(v+v_0\): the left side is unchanged by the row sums, and the substitution \(E\to E+v_0\) restores \(G\), \(\Gamma_\alpha\) and the lead Fermi functions \(f_\alpha\), so \(j\) in (2) is unchanged; in (8) it turns \(f_0(E)\) into \(f_0(E+v_0)\), and the extra term is \([f_0(E+v_0)-f_0(E)]\) times \(-\frac2\pi\mathrm{Im}\,G_{ii}-\frac1\pi\sum_\alpha|G_{i\alpha}|^2\Gamma_\alpha\), which vanishes by the identity used in (9), so \(n\) is unchanged too. Where the solution is unique the currents are therefore invariant; with several solutions the statement holds branch by branch.

We have shown that the quadratic currents need the first-order response of the potential, and that the self-consistent Hartree potential makes them invariant under a common shift of all voltages. It remains to see when a frozen potential is right, what a voltage probe would read, and how the different potential rules compare in a numerical example.
